# Effective electron repulsion of a dangling bond coupled to a harmonic distortion: a numerical check

```python
"""
Result under test: a dangling bond with energy
    E(n_up, n_dn, x) = eps*n + U*n_up*n_dn + k*x**2/2 - lam*x*n,  n = n_up + n_dn,
has the relaxed energy difference
    U_eff = E2 + E0 - 2*E1 = U - lam**2/k.
eps: level at x = 0 (eV); U: repulsion at fixed x (eV); x: displacement (angstrom);
lam: force per electron (eV/angstrom); k: stiffness (eV/angstrom^2);
E0, E1, E2: energies minimized over x for n = 0, 1, 2.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigvalsh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

SPIN_STATES = [(0, 0), (1, 0), (0, 1), (1, 1)]
REPRESENTATIVE = {0: (0, 0), 1: (1, 0), 2: (1, 1)}
EV = const.e
ANGSTROM = const.angstrom
KB_EV = const.k / const.e


def energy(spins, x, eps, U, lam, k):
    n_up, n_dn = spins
    n = n_up + n_dn
    return eps * n + U * n_up * n_dn + 0.5 * k * x**2 - lam * x * n


def relax(n, eps, U, lam, k):
    """Numerical minimum over x: returns position and energy."""
    found = minimize_scalar(
        lambda x: energy(REPRESENTATIVE[n], x, eps, U, lam, k),
        bounds=(-6.0, 7.0), method="bounded", options={"xatol": 1e-10})
    return found.x, found.fun


def numerical_u_eff(eps, U, lam, k):
    e = [relax(n, eps, U, lam, k)[1] for n in range(3)]
    return e[2] + e[0] - 2 * e[1]


def quantum_levels(n, eps, U, lam, k, mass):
    """Lowest two levels in the oscillator basis centred at x = 0."""
    omega = np.sqrt(k * EV / ANGSTROM**2 / mass)
    quantum = const.hbar * omega / EV
    x_zero = np.sqrt(const.hbar / (2 * mass * omega)) / ANGSTROM
    m = np.arange(400)
    n_up, n_dn = REPRESENTATIVE[n]
    diagonal = quantum * (m + 0.5) + eps * n + U * n_up * n_dn
    coupling = -lam * n * x_zero * np.sqrt(m[1:])
    return eigvalsh_tridiagonal(diagonal, coupling)[:2], quantum


def thermal_fractions(mu, temperature, eps, U, lam, k):
    """Classical populations of n = 0, 1, 2 by quadrature over x."""
    x = np.linspace(-4.0, 5.0, 60001)
    grand = [energy(s, x, eps, U, lam, k) - mu * sum(s) for s in SPIN_STATES]
    lowest = min(g.min() for g in grand)
    weight = np.zeros(3)
    for s, g in zip(SPIN_STATES, grand):
        weight[sum(s)] += np.exp(-(g - lowest) / (KB_EV * temperature)).sum()
    return weight / weight.sum()


# General parameter sets: minimization against the closed formulas
for eps, U, lam, k in [(0.3, 0.7, 1.1, 4.0), (-0.4, 0.2, 1.7, 6.5),
                       (0.1, 1.3, -2.3, 9.0)]:
    e = [relax(n, eps, U, lam, k)[1] for n in range(3)]
    assert abs(e[2] + e[0] - 2 * e[1] - (U - lam**2 / k)) < 1e-8
    assert abs(e[1] - e[0] - (eps - lam**2 / (2 * k))) < 1e-8
    assert abs(e[2] - e[1] - (eps + U - 3 * lam**2 / (2 * k))) < 1e-8

# Worked example
eps, U, lam = 0.0, 0.5, 2.0
mass_u, temperature = 30.0, 300.0
mass = mass_u * const.atomic_mass
print(f"level eps = {eps:.1f} eV")
print(f"bare repulsion U = {U:.2f} eV")
print(f"force per electron lambda = {lam:.1f} eV/angstrom")
print(f"mass M = {mass_u:.0f} u")
print(f"temperature T = {temperature:.0f} K")
print(f"thermal energy k_B T = {KB_EV * temperature:.5f} eV")

for name, k in [("soft", 5.0), ("stiff", 20.0)]:
    pars = (eps, U, lam, k)
    positions, e = zip(*[relax(n, *pars) for n in range(3)])
    u_eff = e[2] + e[0] - 2 * e[1]
    formula = U - lam**2 / k
    assert abs(u_eff - formula) < 1e-8
    for n in range(3):
        assert abs(positions[n] - lam * n / k) < 1e-5

    # Electron transfer between two singly occupied sites, then relaxation
    x1 = positions[1]
    transfer = (energy((1, 1), x1, *pars) + energy((0, 0), x1, *pars)
                - 2 * e[1])
    gain_filled = energy((1, 1), x1, *pars) - e[2]
    gain_empty = energy((0, 0), x1, *pars) - e[0]
    assert abs(transfer - U) < 1e-8
    assert abs(gain_filled - lam**2 / (2 * k)) < 1e-5
    assert abs(gain_empty - lam**2 / (2 * k)) < 1e-5

    # Quantum lattice
    ground = []
    for n in range(3):
        levels, quantum = quantum_levels(n, *pars, mass)
        ground.append(levels[0])
        assert abs(levels[1] - levels[0] - quantum) < 1e-9
        assert abs(levels[0] - e[n] - quantum / 2) < 1e-8
    quantum_u_eff = ground[2] + ground[0] - 2 * ground[1]
    assert abs(quantum_u_eff - formula) < 1e-8

    # Zero-temperature occupation during a scan of the Fermi level
    step = 0.001
    mu_grid = np.arange(-1.50037, 1.5, step)
    grand = np.array([e[n] - mu_grid * n for n in range(3)])
    occupation = grand.argmin(axis=0)
    window = step * np.count_nonzero(occupation == 1)
    assert abs(window - max(formula, 0.0)) < 1.5 * step
    mu_pair = eps + U / 2 - lam**2 / k
    if formula < 0:
        jump = mu_grid[np.argmax(occupation == 2)]
        assert abs(jump - mu_pair) < 1.5 * step

    # Thermal populations at the Fermi level where n = 0 and n = 2 balance
    fractions = thermal_fractions(mu_pair, temperature, *pars)
    p1_formula = 1 / (1 + np.exp(-formula / (2 * KB_EV * temperature)))
    assert abs(fractions[0] - fractions[2]) < 1e-8
    assert abs(fractions[1] / p1_formula - 1) < 1e-6

    print(f"{name}: stiffness k = {k:.1f} eV/angstrom^2")
    print(f"{name}: displacement x1 = {positions[1]:.3f} angstrom")
    print(f"{name}: displacement x2 = {positions[2]:.3f} angstrom")
    print(f"{name}: relaxed energy E1 = {e[1]:.3f} eV")
    print(f"{name}: relaxed energy E2 = {e[2]:.3f} eV")
    print(f"{name}: lambda^2/k = {lam**2 / k:.3f} eV")
    print(f"{name}: U_eff from minimization = {u_eff:.3f} eV")
    print(f"{name}: U_eff from quantum levels = {quantum_u_eff:.3f} eV")
    print(f"{name}: vibrational quantum = {1000 * quantum:.2f} meV")
    print(f"{name}: transfer cost at frozen x1 = {transfer:.3f} eV")
    print(f"{name}: relaxation gain, filled site = {gain_filled:.3f} eV")
    print(f"{name}: relaxation gain, empty site = {gain_empty:.3f} eV")
    print(f"{name}: charging level 0->1 = {e[1] - e[0]:.3f} eV")
    print(f"{name}: charging level 1->2 = {e[2] - e[1]:.3f} eV")
    print(f"{name}: balance level mu_p = {mu_pair:.3f} eV")
    print(f"{name}: width of n=1 window in scan = {window:.3f} eV")
    print(f"{name}: singly occupied fraction at mu_p = {fractions[1]:.5f}")

# Stiffness at which the relaxed repulsion vanishes
k_critical = brentq(lambda k: numerical_u_eff(eps, U, lam, k), 3.0, 20.0)
assert abs(k_critical - lam**2 / U) < 1e-5
print(f"critical stiffness k_c = {k_critical:.3f} eV/angstrom^2")

# Stiffness that depends on the charge state
k_by_n = [5.0, 5.0, 6.0]
e = [relax(n, eps, U, lam, k_by_n[n])[1] for n in range(3)]
u_unequal = e[2] + e[0] - 2 * e[1]
u_unequal_formula = U - 2 * lam**2 / k_by_n[2] + lam**2 / k_by_n[1]
assert abs(u_unequal - u_unequal_formula) < 1e-8
print(f"unequal case: k0 = k1 = {k_by_n[1]:.1f} eV/angstrom^2")
print(f"unequal case: k2 = {k_by_n[2]:.1f} eV/angstrom^2")
print(f"unequal case: classical U_eff = {u_unequal:.4f} eV")

print("no test failed")
```

Output:

```
level eps = 0.0 eV
bare repulsion U = 0.50 eV
force per electron lambda = 2.0 eV/angstrom
mass M = 30 u
temperature T = 300 K
thermal energy k_B T = 0.02585 eV
soft: stiffness k = 5.0 eV/angstrom^2
soft: displacement x1 = 0.400 angstrom
soft: displacement x2 = 0.800 angstrom
soft: relaxed energy E1 = -0.400 eV
soft: relaxed energy E2 = -1.100 eV
soft: lambda^2/k = 0.800 eV
soft: U_eff from minimization = -0.300 eV
soft: U_eff from quantum levels = -0.300 eV
soft: vibrational quantum = 26.39 meV
soft: transfer cost at frozen x1 = 0.500 eV
soft: relaxation gain, filled site = 0.400 eV
soft: relaxation gain, empty site = 0.400 eV
soft: charging level 0->1 = -0.400 eV
soft: charging level 1->2 = -0.700 eV
soft: balance level mu_p = -0.550 eV
soft: width of n=1 window in scan = 0.000 eV
soft: singly occupied fraction at mu_p = 0.00301
stiff: stiffness k = 20.0 eV/angstrom^2
stiff: displacement x1 = 0.100 angstrom
stiff: displacement x2 = 0.200 angstrom
stiff: relaxed energy E1 = -0.100 eV
stiff: relaxed energy E2 = 0.100 eV
stiff: lambda^2/k = 0.200 eV
stiff: U_eff from minimization = 0.300 eV
stiff: U_eff from quantum levels = 0.300 eV
stiff: vibrational quantum = 52.79 meV
stiff: transfer cost at frozen x1 = 0.500 eV
stiff: relaxation gain, filled site = 0.100 eV
stiff: relaxation gain, empty site = 0.100 eV
stiff: charging level 0->1 = -0.100 eV
stiff: charging level 1->2 = 0.200 eV
stiff: balance level mu_p = 0.050 eV
stiff: width of n=1 window in scan = 0.300 eV
stiff: singly occupied fraction at mu_p = 0.99699
critical stiffness k_c = 8.000 eV/angstrom^2
unequal case: k0 = k1 = 5.0 eV/angstrom^2
unequal case: k2 = 6.0 eV/angstrom^2
unequal case: classical U_eff = -0.0333 eV
no test failed
```
